Why nodeless pseudo-orbitals give correct spin-orbit splittings

A pseudo-orbital has almost no amplitude near the nucleus, where the spin-orbit interaction is strongest, yet its level splitting can agree with the all-electron one. The reason is that the valence region sees the core only through the logarithmic derivative u′/u at the core radius r_c. The strong interaction near the nucleus makes this number different for j = l + 1/2 and j = l − 1/2. A spin-orbit pseudopotential is built to produce the same two numbers with a bounded interaction spread over the core. It is weaker than the true one close to the nucleus and makes up the weight at larger radii; its detailed shape depends on the construction and on r_c. If the logarithmic derivative for each j is reproduced at its own level, and the potential outside r_c is unchanged, both levels are reproduced and so is their difference.

Three qualifications belong to this statement. Agreement at one energy secures the reference levels; carrying the splitting to other surroundings also requires the energy derivative of u′/u, which norm conservation supplies. The pseudo-orbital must be used with its own spin-orbit pseudopotential, not with the original interaction. The expectation value of r⁻³ itself is not reproduced.

**The reference problem**

Hartree atomic units are used. One valence electron with l ≥ 1 moves in a spherical potential V(r) with a frozen core. With u(r) equal to r times the radial function,

−u″/2 + [l(l+1)/(2r²) + V_j(r)] u = E u,  V_j = V + λ_j ξ.

Here λ_j is the eigenvalue of L·S, that is, ½[j(j+1) − l(l+1) − 3/4]. It equals l/2 for j = l + 1/2 (label +) and −(l+1)/2 for j = l − 1/2 (label −). Therefore V₊ − V₋ = (2l+1)ξ/2. The spin-orbit function is

ξ = (α²/2) V′ / [r (1 − α²V/2)²].

Near a nucleus of charge Z, V ≈ −Z/r. With b = α²Z/2 this gives ξ ≈ b/[r(r+b)²], which is b/r³ for r much larger than b and grows only as 1/r below b. The regularisation is needed because a pure r⁻³ attraction in the j = l − 1/2 channel would overwhelm the centrifugal term. With it, the regular solution starts as r^(l+1). Relativistic terms that do not depend on j are omitted, as is self-consistency.

**What fixes a level**

Integrate outward from the nucleus at energy E and call the resulting u′/u at r_c L_in(E). Integrate the decaying solution inward from large r and call its value L_out(E). A bound state needs u and u′ continuous, hence

L_in(E) = L_out(E).

Now replace V_j inside r_c by a pseudopotential and leave it alone outside. L_out is unchanged. If the new L_in equals the old one at the all-electron level E_j, the matching condition still holds there, so E_j is also a pseudo level. This is true for each j separately, which proves the result for the splitting. Nothing was required of the orbital inside r_c beyond its logarithmic derivative at the boundary.

**Where the r⁻³ weight has gone**

Take the regular solutions u₊ and u₋ at the same energy. Each obeys u″ = [l(l+1)/r² + 2(V_j − E)]u. The centrifugal and energy terms cancel in

(u₊′u₋ − u₊u₋′)′ = u₊″u₋ − u₊u₋″ = 2(V₊ − V₋)u₊u₋.

Integrate from 0 to r_c. The bracket vanishes at the origin because both functions start as r^(l+1). Dividing by u₊(r_c)u₋(r_c) gives

L₊ − L₋ = 2 ∫₀^{r_c} (V₊ − V₋) u₊u₋ dr / [u₊(r_c)u₋(r_c)].

For the all-electron problem the integrand contains ξ and is concentrated near the nucleus. The integral reaches the valence region as one boundary number at each energy. The same identity holds for the pseudo problem, with its own potentials and nodeless functions. Two very different integrands can thus give nearly the same number. The construction below matches each L_j and its energy slope at its own level E_j, so at a common energy E the all-electron and pseudo differences agree up to terms of second order in E − E_j; in the model below they are 0.126275 and 0.126295 bohr⁻¹ at the level without spin-orbit coupling.

**From the boundary number to the splitting**

The conversion factor follows from the energy dependence of L. Differentiate the radial equation with respect to E at fixed potential, and write u_E = ∂u/∂E:

u_E″ = [l(l+1)/r² + 2(V_j − E)]u_E − 2u.

Combining this with the equation for u gives

(u_E′u − u_Eu′)′ = −2u².

Since dL/dE = (u_E′u − u_Eu′)/u², integration over the core yields

dL_in/dE = −2 ∫₀^{r_c} u² dr / u(r_c)².

For the decaying solution the boundary term vanishes at infinity instead of at the origin. This reverses the sign:

dL_out/dE = +2 ∫_{r_c}^∞ u² dr / u(r_c)².

At a level the two pieces join into one function. If it is normalised to one, the slope of L_in − L_out is −2/u(r_c)². Let a small change in the core alter L_in by δL. The matching condition at the shifted level reads δL − 2δE/u(r_c)² = 0, so

δE = ½ u(r_c)² δL.

Apply this to both channels, starting from the level E₀ and orbital u₀ without spin-orbit coupling, and subtract. To first order in the level shifts,

E₊ − E₋ ≈ ½ u₀(r_c)² [L₊(E₀) − L₋(E₀)] + ((2l+1)/2) ∫_{r_c}^∞ ξu₀² dr.

The last term is the first-order effect of the interaction outside r_c. If u₊ and u₋ in the Wronskian integral are also replaced by u₀, the first term becomes ((2l+1)/2)∫₀^{r_c} ξu₀² dr. The sum is then the usual expectation value of the spin-orbit interaction. The boundary description and the r⁻³ description therefore agree at leading order in ξ (in the model below the boundary formula gives 0.03428 Ha and the expectation value 0.0328 Ha, 4 % less, because it neglects the distortion of the orbital in the core); the first does not require the orbital in the core to be kept.

**Constructing the pseudopotential**

Choose r_c outside the outermost node of the all-electron orbital. For each j, apart from normalisation, set

u_ps = (r/r_c)^(l+1) exp(p),  p = p₁s + p₂s² + gs³,  s = 1 − r²/r_c².

At r_c, s = 0, s′ = −2/r_c and s″ = −2/r_c². Hence p′ = −2p₁/r_c and p″ = (−2p₁ + 8p₂)/r_c². The logarithmic derivative of u_ps is (l+1)/r + p′, so matching it to the all-electron value L gives

p₁ = ½(l + 1 − r_cL).

For the curvature use u″/u = (ln u)″ + [(ln u)′]². The all-electron value is Q = l(l+1)/r_c² + 2[V_j(r_c) − E_j]. Equating it to −(l+1)/r_c² + p″ + L² gives

p₂ = [r_c²(Q − L²) + l + 1 + 2p₁]/8.

The term gs³ changes neither value, slope nor curvature at r_c, because s³ has a triple zero there. It is free to fix the core norm relative to the boundary amplitude:

∫₀^{r_c} u_ps² dr / u_ps(r_c)² = ∫₀^{r_c} u² dr / u(r_c)².

The left side increases steadily with g, since s > 0 inside r_c, and runs from zero to infinity. There is one solution. By the slope formula above, this condition makes dL_in/dE agree at E_j. If a change of the surroundings outside r_c alters L_out by δL_out, the matching condition gives δE = δL_out/(dL_in/dE − dL_out/dE). The all-electron and pseudo levels therefore shift equally to first order in δE, though not beyond it. The norm condition also makes the normalised all-electron and pseudo functions at E_j coincide outside r_c, up to an overall sign.

The potential follows by inverting the radial equation. Squaring (l+1)/r + p′ and adding its derivative gives

u_ps″/u_ps = l(l+1)/r² + 2(l+1)p′/r + p″ + p′².

The centrifugal term cancels, leaving for r < r_c

V_j^ps = E_j + (l+1)p′/r + ½(p″ + p′²).

This is finite at the origin because p′ is proportional to r there, and continuous at r_c because the curvature was matched; its slope in general jumps there, since the third derivative of u was not matched. As u_ps has no node, it is the lowest state of its channel.

In a two-component calculation the channel potentials are written, within the subspace of angular momentum l, as V_av + V_SO L·S. The eigenvalues of L·S require

V₊^ps = V_av + (l/2)V_SO,  V₋^ps = V_av − ((l+1)/2)V_SO.

Subtracting the second from the first gives V_SO. Adding them with weights l+1 and l cancels V_SO and gives V_av:

V_SO = 2(V₊^ps − V₋^ps)/(2l+1),  V_av = [(l+1)V₊^ps + lV₋^ps]/(2l+1).

Outside r_c, V_SO is again ξ. Inside, it is an effective interaction whose job is to produce the right boundary numbers, and its local value is not related to V′/r in the way ξ is; it need not even keep the sign of ξ throughout the core. In the model below, with r_c = 2 bohr, V_SO is about 0.12 Ha at both r = 0.05 and r = 1 bohr, where ξ is 9.9 Ha and 3.8·10⁻⁴ Ha.

**How large the effects are**

Consider a model atom with Z = 50, V = −[1 + 49Ω]/r and Ω = 1/[1 + 4(e^{r/d} − 1)], where d = 0.9 bohr. The valence level is the p state with three radial nodes, the outermost near 1.0 bohr, and r_c = 2 bohr. These are round model parameters, so the splitting is not a prediction for an element.

The all-electron levels are −0.403724 Ha for j = 3/2 and −0.438007 Ha for j = 1/2. The splitting is 0.03428 Ha, or 0.933 eV. Diagonalising the pseudo problem gives the same levels to the digits shown.

The orbitals inside the core are nevertheless very different. For the valence p state, ⟨r⁻³⟩ is 19.0 bohr⁻³ in the all-electron problem without spin-orbit coupling and 0.18 bohr⁻³ for its nodeless counterpart.

Numbers as computed

```
nuclear charge 50, screening H 4.0, d 0.9 bohr
core radius 2.0 bohr; fine-structure constant 0.00729735
radial nodes, j=3/2 (bohr, to grid spacing): [0.13 0.38 1.  ]
level without spin-orbit coupling   -0.414242 Ha
all-electron level j=3/2            -0.403724 Ha
all-electron level j=1/2            -0.438007 Ha
levels from matching at RC: -0.403724, -0.438007 Ha
pseudo level j=3/2                  -0.403724 Ha
pseudo level j=1/2                  -0.438007 Ha
all-electron splitting 0.034284 Ha = 0.9329 eV
pseudo splitting       0.034284 Ha
bare xi on nodeless orbital: splitting 7.835e-05 Ha
<r^-3> all-electron 19.022, pseudo 0.1755 bohr^-3
spin-orbit integral from r<0.2 bohr: all-electron 0.9772
spin-orbit integral from r<0.2 bohr: pseudo       2.39e-05
r=0.05 bohr: xi 9.898e+00 Ha, pseudo V_SO 1.165e-01 Ha
r=0.5 bohr: xi 5.396e-03 Ha, pseudo V_SO 1.216e-01 Ha
r=1.0 bohr: xi 3.794e-04 Ha, pseudo V_SO 1.210e-01 Ha
r=1.5 bohr: xi 7.044e-05 Ha, pseudo V_SO 7.926e-02 Ha
L at own level, j=3/2: all-electron -0.009517, pseudo -0.009517 bohr^-1
L at own level, j=1/2: all-electron -0.087421, pseudo -0.087421 bohr^-1
L(3/2)-L(1/2) at the level without spin-orbit coupling, bohr^-1:
  all-electron: slopes 0.126275, core integral 0.126275
  pseudo:       slopes 0.126295, core integral 0.126295
dL/dE j=3/2: all-electron -1.33877, norm rule -1.33877, pseudo -1.33877 bohr^-1/Ha
dL/dE j=1/2: all-electron -1.43206, norm rule -1.43206, pseudo -1.43206 bohr^-1/Ha
u(RC)^2 j=3/2: all-electron 0.535657, pseudo 0.535657 bohr^-1
u(RC)^2 without spin-orbit coupling 0.542909 bohr^-1
linear estimate: core part 0.034278 Ha, outside part 6.30e-06 Ha
linear estimate, sum 0.034284 Ha
next p level splitting: all-electron 0.001881, pseudo 0.001895 Ha
squeeze strength 0.02 Ha/bohr^2; j=3/2 level rises by 0.01478 Ha
squeezed splitting: all-electron 0.036603, pseudo 0.036602 Ha
j=3/2 core norm wrong by factor 1.5:
  reference splitting 0.034284, squeezed 0.034198 Ha
```
